\section*{Linear strain shifts of silicon-type conduction valleys from two deformation potentials}

A tensile stress of 1 GPa along [100], applied to a model crystal with the six conduction valleys of silicon, raises the two valleys on the $x$ axis by 39 meV and lowers the other four by 57 meV. The same stress along [110] leaves the $z$ pair 48 meV below the other four, and along [111] it lowers all six together by 25 meV. These are first-order shifts, measured from the mean crystal potential; the part common to all six valleys depends on this choice of reference, even in sign, while the separations between valleys do not. Two constants of the band structure suffice for all of them. The questions are why two constants are enough, how the direction of the stress enters, and how large the neglected terms are.

The crystal has the diamond structure. Its conduction band has six equivalent minima, at wave vectors $\boldsymbol\kappa_i=\kappa_0\mathbf n_i$ with $\mathbf n_i=\pm\hat{\mathbf x},\pm\hat{\mathbf y},\pm\hat{\mathbf z}$. Spin-orbit coupling is left out, and the band is taken to be non-degenerate at each minimum, so that its energy is a smooth function of wave vector and strain there. A homogeneous deformation carries a point $\mathbf r$ of the crystal to
\begin{equation}
\mathbf r'=(1+\varepsilon)\mathbf r ,
\end{equation}
where $\varepsilon$ is a small symmetric tensor and extension counts as positive. The off-diagonal element $\varepsilon_{xy}$ is the tensor component, half the engineering shear strain. The two sublattices may also move relative to each other under shear; this displacement is taken to be fixed by the strain and linear in it.

Straining the lattice also strains the reciprocal lattice, so wave vectors before and after must be matched with care. A Bloch state acquires the phase $\mathbf k'\cdot\mathbf R'$ on translation by a lattice vector $\mathbf R'=(1+\varepsilon)\mathbf R$. Labelling the state by the vector $\boldsymbol\kappa$ for which this phase equals $\boldsymbol\kappa\cdot\mathbf R$ gives
\begin{equation}
\mathbf k'=(1+\varepsilon)^{-1}\boldsymbol\kappa ,
\end{equation}
because $\varepsilon$ is symmetric. In terms of this co-moving label the reciprocal lattice is the same at every strain, and the band energy is a function $E(\boldsymbol\kappa,\varepsilon)$. The energy of valley $i$ is the local minimum of this function over $\boldsymbol\kappa$ near $\boldsymbol\kappa_i$.

The minimum moves when the crystal is strained, but this does not affect the energy to first order. Write $\boldsymbol\kappa=\boldsymbol\kappa_i+\boldsymbol\delta$ and expand. There is no term linear in $\boldsymbol\delta$ alone, since $\boldsymbol\kappa_i$ is a minimum of the unstrained band:
\begin{equation}
E=E_0+\sum_{ab}D^{(i)}_{ab}\varepsilon_{ab}
+\boldsymbol\delta\cdot\mathbf m(\varepsilon)
+\tfrac12\boldsymbol\delta\cdot H\boldsymbol\delta+\dots
\end{equation}
Here $D^{(i)}$ is the symmetric tensor of strain derivatives at fixed $\boldsymbol\kappa_i$, with the sum over all nine index pairs; $\mathbf m$ is linear in the strain, and $H$ is the positive matrix of band curvatures. Setting the derivative with respect to $\boldsymbol\delta$ to zero gives $\boldsymbol\delta=-H^{-1}\mathbf m$. Inserting it, the last two terms become $-\mathbf m\cdot H^{-1}\mathbf m+\frac12\mathbf m\cdot H^{-1}\mathbf m$, so that motion of the minimum contributes
\begin{equation}
-\tfrac12\,\mathbf m\cdot H^{-1}\mathbf m ,
\end{equation}
which is quadratic in the strain. To first order, therefore,
\begin{equation}
\Delta E_i=\sum_{ab}D^{(i)}_{ab}\varepsilon_{ab}.
\label{eq:linear}
\end{equation}

A symmetric tensor has six independent elements. The symmetry of the valley reduces them to two. Let $R$ be the rotational part of a symmetry operation $\mathbf r\to R\mathbf r+\mathbf t$ of the unstrained crystal. Rotating the strained crystal rigidly takes an atom from $(1+\varepsilon)\mathbf r$ to
\begin{equation}
R(1+\varepsilon)\mathbf r=(1+R\varepsilon R^{T})R\mathbf r ,
\end{equation}
where $R^TR=1$ was used. The points $R\mathbf r$ are the original atomic sites, apart from the common translation $\mathbf t$. The rotated object is thus the same crystal under the strain $R\varepsilon R^T$, displaced as a whole; the sublattice displacement, being fixed by the strain, turns with it. A rigid rotation or displacement changes no energy, so
\begin{equation}
E(R\boldsymbol\kappa,R\varepsilon R^T)=E(\boldsymbol\kappa,\varepsilon).
\label{eq:cov}
\end{equation}
The translation $\mathbf t$ has dropped out. This matters in diamond, where the fourfold operation about $z$ is a screw: a quarter turn combined with a fractional translation.

Let $R$ take valley $i$ to valley $j$. Equation (\ref{eq:cov}) with (\ref{eq:linear}) says that $\mathrm{Tr}(D^{(j)}R\varepsilon R^T)=\mathrm{Tr}(D^{(i)}\varepsilon)$. Cyclic reordering turns the left side into $\mathrm{Tr}(R^TD^{(j)}R\,\varepsilon)$. Since this holds for every symmetric $\varepsilon$, the symmetric tensors must agree:
\begin{equation}
D^{(j)}=R\,D^{(i)}R^T .
\label{eq:rotate}
\end{equation}

Take first the valley along $+z$ and the quarter turn about $z$,
\begin{equation}
R=\begin{pmatrix}0&-1&0\\1&0&0\\0&0&1\end{pmatrix}.
\end{equation}
It leaves the valley in place, so $D=RDR^T$. Multiplying out, element by element,
\begin{align}
D_{xx}&=D_{yy}, & D_{xy}&=-D_{xy},\\
D_{xz}&=-D_{yz}, & D_{yz}&=D_{xz}.
\end{align}
The second relation gives $D_{xy}=0$. The last two together give $D_{xz}=-D_{xz}$, so $D_{xz}=D_{yz}=0$. What remains is a diagonal tensor with two equal elements. Defining
\begin{equation}
\Xi_d=D_{xx},\qquad \Xi_u=D_{zz}-D_{xx},
\label{eq:defs}
\end{equation}
one can write it as $D^{(z)}=\Xi_d\,1+\Xi_u\,\hat{\mathbf z}\hat{\mathbf z}^T$. Cubic rotations carry $\hat{\mathbf z}$ to each of the six directions, and (\ref{eq:rotate}) then gives $D^{(i)}=\Xi_d\,1+\Xi_u\,\mathbf n_i\mathbf n_i^T$. Hence
\begin{equation}
\boxed{\;\Delta E_i=\Xi_d\,\mathrm{Tr}\,\varepsilon
+\Xi_u\,\mathbf n_i\cdot\varepsilon\,\mathbf n_i\;}
\label{eq:main}
\end{equation}
to first order in the strain. Reversing $\mathbf n_i$ changes nothing, so opposite valleys shift equally. For the $x$ pair the second term is $\Xi_u\varepsilon_{xx}$, and similarly for $y$ and $z$: a valley responds to the relative volume change $\mathrm{Tr}\,\varepsilon$ and to the stretch along its own axis.

The constant $\Xi_d$ is called the dilatation deformation potential, but it is not the response to a pure change of volume. For $\varepsilon=e\,1$ the trace is $3e$ and every valley has $\mathbf n_i\cdot\varepsilon\,\mathbf n_i=e$, so that
\begin{equation}
\Delta E_i=(3\Xi_d+\Xi_u)e=\Xi_h\,\mathrm{Tr}\,\varepsilon,
\qquad \Xi_h=\Xi_d+\tfrac13\Xi_u .
\end{equation}
The hydrostatic deformation potential is $\Xi_h$. Replacing $\Xi_d$ by $\Xi_h-\Xi_u/3$ in (\ref{eq:main}) separates the two effects:
\begin{equation}
\Delta E_i=\Xi_h\,\mathrm{Tr}\,\varepsilon
+\Xi_u\left(\mathbf n_i\cdot\varepsilon\,\mathbf n_i
-\tfrac13\mathrm{Tr}\,\varepsilon\right).
\label{eq:split}
\end{equation}
The average of $\mathbf n_i\cdot\varepsilon\,\mathbf n_i$ over the six valleys is $\mathrm{Tr}\,\varepsilon/3$, because each axis occurs twice. The second term therefore averages to zero. The first moves all valleys together, and the second separates them.

The two constants differ in status. A band energy in an infinite crystal needs a reference. If another reference is chosen which itself moves by $c\,\mathrm{Tr}\,\varepsilon$ relative to the first, all shifts change by $-c\,\mathrm{Tr}\,\varepsilon$; then $\Xi_d$ and $\Xi_h$ change by $-c$, while $\Xi_u$ stays as it was. Valley splittings are free of this choice. A quoted $\Xi_d$ has meaning together with its reference.

The numbers come from a model Hamiltonian with round parameters. They are not a calculation of silicon's measured properties. The lattice constant is $a=5.4$ Å, and the atoms of a cell sit at $\pm\boldsymbol\tau$ with $\boldsymbol\tau=a(1,1,1)/8$ before straining. In a basis of plane waves the matrix elements are
\begin{equation}
H_{GG'}=\frac{\hbar^2}{2m}|\mathbf k'+\mathbf G|^2\delta_{GG'}
+\frac{\Omega_0}{\Omega}V(q^2)\cos(\mathbf q\cdot\boldsymbol\tau'),
\end{equation}
with $m$ the electron mass, $\mathbf G$ and $\mathbf G'$ strained reciprocal-lattice vectors, $\mathbf q=\mathbf G-\mathbf G'$, and $\Omega/\Omega_0$ the ratio of strained to unstrained volume. The term with $\mathbf q=0$ is set to zero, which makes the mean crystal potential the energy reference at every strain. With $q^2$ in units of $(2\pi/a)^2$, the form factor is $V=P(q^2)\exp[-(q^2/12)^4]$, where the quadratic polynomial $P$ is fixed by the values $V=-3.0$, $0.7$ and $1.0$ eV at $q^2=3$, 8 and 11. A smooth function is needed because strain changes the lengths of the reciprocal-lattice vectors. The atomic position follows
\begin{equation}
\boldsymbol\tau'=(1+\varepsilon)\boldsymbol\tau
-\tfrac14\zeta a(\varepsilon_{yz},\varepsilon_{xz},\varepsilon_{xy}),
\qquad \zeta=0.5 ,
\end{equation}
which includes the sublattice displacement. The basis holds 92 plane waves, centred on the zone-boundary point X of the valley considered.

Without strain the minimum lies at $\kappa_0=0.852\,(2\pi/a)$, about 85% of the way from the zone centre to X. The conduction band there is about 1.1 eV lower than at the zone-boundary point L and about 2.4 eV lower than at the zone centre. Straining the $z$ valley along $x$ alone, and then along $z$ alone, gives the derivatives $D_{xx}=-10.269$ eV and $D_{zz}=-0.617$ eV. By (\ref{eq:defs}),
\begin{align}
\Xi_d&=-10.269\ \text{eV},\\
\Xi_u&=-0.617+10.269=9.652\ \text{eV},\\
\Xi_h&=-10.269+\tfrac13(9.652)=-7.052\ \text{eV}.
\end{align}
An isotropic strain applied directly gives the same $\Xi_h$ to the digits shown. The third decimal serves for checking arithmetic. The values belong to the Hamiltonian truncated to these 92 plane waves; a larger basis changes $\Xi_u$ by about 0.06 eV and $\Xi_d$ by about 0.02 eV, and no such accuracy is claimed for a real material. The positive $\Xi_u$ means that stretching the crystal along one valley axis raises that pair relative to the others. The negative $\Xi_h$ means that expansion lowers the valleys relative to the mean potential, and by itself says nothing about the band gap.

These constants, found from one valley and two strains, can be tested on all six valleys with a strain that has no vanishing element. Let $\varepsilon=s\,p$ with amplitude $s$ and pattern
\begin{equation}
p=\begin{pmatrix}0.7&0.3&-0.4\\0.3&-0.5&0.6\\-0.4&0.6&0.2\end{pmatrix},
\qquad \mathrm{Tr}\,p=0.4 .
\end{equation}
For the $x$ pair, (\ref{eq:main}) predicts the derivative $dE/ds=-10.269\times0.4+9.652\times0.7=2.649$ eV. The $y$ and $z$ pairs should have $-8.934$ and $-2.177$ eV. Minimizing the strained band in three dimensions reproduces all six predictions within $1.1\times10^{-5}$ eV. Differentiating at fixed $\boldsymbol\kappa_i$ reproduces them within $0.9\times10^{-5}$ eV. The first comparison tests the reduction to two constants, including the absence of linear shear terms, and the second confirms that motion of the minimum does not enter at first order.

When the applied load is known, the stress is the convenient starting point. For a cubic crystal Hooke's law reads
\begin{align}
\sigma_{xx}&=(C_{11}-C_{12})\varepsilon_{xx}+C_{12}\mathrm{Tr}\,\varepsilon,\\
\sigma_{xy}&=2C_{44}\varepsilon_{xy},
\end{align}
and likewise for the other axes. Adding the three normal components gives $\mathrm{Tr}\,\sigma=(C_{11}+2C_{12})\mathrm{Tr}\,\varepsilon$. A uniaxial stress $\sigma$ along the unit vector $\mathbf l$ has components $\sigma_{ab}=\sigma l_al_b$ and trace $\sigma$. With $l_i$ the component of $\mathbf l$ along the axis of valley $i$, solving for the normal strain gives
\begin{equation}
\mathbf n_i\cdot\varepsilon\,\mathbf n_i=\frac{\sigma}{C_{11}-C_{12}}
\left(l_i^2-\frac{C_{12}}{C_{11}+2C_{12}}\right).
\label{eq:normal}
\end{equation}
Subtracting $\mathrm{Tr}\,\varepsilon/3=\sigma/[3(C_{11}+2C_{12})]$ changes the constant in the bracket to
\begin{equation}
\frac{C_{12}}{C_{11}+2C_{12}}+\frac{C_{11}-C_{12}}{3(C_{11}+2C_{12})}=\frac13 ,
\end{equation}
and (\ref{eq:split}) becomes
\begin{equation}
\Delta E_i=\frac{\Xi_h\,\sigma}{C_{11}+2C_{12}}
+\frac{\Xi_u\,\sigma}{C_{11}-C_{12}}\left(l_i^2-\tfrac13\right).
\label{eq:stress}
\end{equation}
The mean shift is independent of the stress direction. The separation of two valleys is $\Xi_u\sigma(l_i^2-l_j^2)/(C_{11}-C_{12})$. The shear modulus $C_{44}$ is absent, since shear strains do not enter the linear shifts.

The example has $C_{11}=160$, $C_{12}=60$ and $C_{44}=80$ GPa, so that $C_{11}-C_{12}=100$ GPa and $C_{11}+2C_{12}=280$ GPa. At $\sigma=1$ GPa the mean shift is $-7.052/280$ eV $=-25.19$ meV, and the coefficient of the splitting is $9.652/100$ eV $=96.52$ meV. For [100] stress, $l_x^2=1$ and $l_y^2=l_z^2=0$:
\begin{align}
\Delta E_x&=-25.19+\tfrac23(96.52)=39.16\ \text{meV},\\
\Delta E_{y,z}&=-25.19-\tfrac13(96.52)=-57.36\ \text{meV}.
\end{align}
The strain picture agrees. By (\ref{eq:normal}) the crystal stretches by 0.7857% along $x$ and contracts by 0.2143% along $y$ and $z$, so the valleys on the stretched axis rise above the rest.

For [110] stress, $l_x^2=l_y^2=\frac12$ and $l_z^2=0$. The $x$ and $y$ valleys shift by $-25.19+96.52/6=-9.10$ meV and the $z$ valleys by $-57.36$ meV. The separation, 48.26 meV, is half that for [100], because the stretch is shared between two valley axes. For [111] stress every $l_i^2$ is $\frac13$, the bracket in (\ref{eq:stress}) vanishes, and all six valleys shift by $-25.19$ meV.

A film bonded to a thick substrate is a case in which part of the strain is given instead. Let its surface normal be $z$, and let the substrate, for instance through unequal thermal expansion, impose $\varepsilon_{xx}=\varepsilon_{yy}=e$. The free surface requires $\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}e=0$, hence $\varepsilon_{zz}=-2(C_{12}/C_{11})e$. Equation (\ref{eq:main}) then gives
\begin{equation}
\Delta E_z-\Delta E_x=-\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)e .
\end{equation}
With the elastic constants above the bracket is 1.75. In-plane tension, $e>0$, lowers the $z$ pair relative to the four in-plane valleys when $\Xi_u>0$. The contraction along the normal adds to the effect of the in-plane stretch. A free crystal that expands uniformly on heating has an isotropic strain instead, which moves the valleys together. The direct effect of lattice vibrations on the band energies is a separate matter and is not contained in these formulas.

The size of the neglected terms follows from minimizing the strained band directly at 1 GPa. For [100] stress the shifts are 39.56 meV for $x$ and $-56.44$ meV for $y$ and $z$. Their separation is 96.00 meV, and the linear value exceeds it by 0.5%. For [110] the direct shifts are $-8.65$ meV for $x$ and $y$ and $-60.85$ meV for $z$. Here the separation is 52.20 meV, and the linear value is too small by 7.5% of it. The linear rule is thus much less accurate for [110], although its largest normal strain, 0.29%, is well below the 0.79% of [100].

The difference comes mainly from shear. The [110] stress produces $\varepsilon_{xy}=\sigma/(4C_{44})=0.3125\%$, which is absent for [100]. Under the quarter turn about $z$, this strain component changes sign while the $z$ valley stays in place. Equation (\ref{eq:cov}) then requires that a pure $xy$ shear shift the $z$ valley equally for both signs. A linear term is forbidden, but a quadratic one is allowed. The computed shift is $-0.388$ meV at both $+0.1\%$ and $-0.1\%$, and $-1.554$ meV at $0.2\%$. Doubling the shear multiplies the shift by 4.004, close to the factor 4 of a quadratic law. Extended to the shear present under [110] stress, that law gives
\begin{equation}
-0.388\ \text{meV}\times\left(\frac{0.3125}{0.1}\right)^2=-3.79\ \text{meV}.
\end{equation}
The direct $z$ shift differs from the linear one by $-60.85+57.36=-3.49$ meV. Shear alone therefore gives the right sign and a slightly too large size; the difference of $+0.30$ meV belongs to other nonlinear terms, which are not separated here.

For [111] stress the direct shift is $-26.65$ meV for all three pairs, 1.46 meV below the linear value. The valleys stay together beyond first order for a reason of symmetry. A threefold rotation about [111] leaves this strain unchanged and permutes the three valley axes, so (\ref{eq:cov}) makes their energies equal at any strain for which the valleys can still be followed. The nonlinear terms change the common shift without producing a splitting.

These comparisons mark the range of (\ref{eq:main}). While the quadratic law holds, the shear correction grows as $\sigma^2$ and the linear splitting as $\sigma$, so their ratio, about 8% for [110] at 1 GPa in this model, grows in proportion to the stress. The linear rule also loses its basis if strain brings another band into contact with the valley minimum, because the energy of the lowest conduction band need not then be a smooth function of strain. The values behind these comparisons are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
MODEL INPUTS
Lattice constant: 5.4 angstrom
Form factor at q^2 = 3 (2 pi/a)^2: -3.0 eV
Form factor at q^2 = 8 (2 pi/a)^2: 0.7 eV
Form factor at q^2 = 11 (2 pi/a)^2: 1.0 eV
Internal displacement parameter: 0.5 (dimensionless)
C11, C12, C44: 160, 60, 80 GPa
Tensile stress: 1.0 GPa
Plane waves: 92 (count)
UNSTRAINED VALLEY AND CONSTANTS
Valley position: 0.8519 (2 pi/a)
L minus valley energy: 1.09 eV
Gamma minus valley energy: 2.44 eV
D_xx of z valley = Xi_d: -10.269 eV
D_zz of z valley: -0.617 eV
Xi_u: 9.652 eV
Xi_h = Xi_d + Xi_u/3: -7.052 eV
Xi_h from isotropic strain: -7.052 eV
GENERAL STRAIN TEST, derivatives in eV
Pattern xx,yy,zz,yz,xz,xy: 0.7, -0.5, 0.2, 0.6, -0.4, 0.3 (dimensionless)
+x: minimized 2.649, fixed kappa 2.649, rule 2.649 eV
-x: minimized 2.649, fixed kappa 2.649, rule 2.649 eV
+y: minimized -8.934, fixed kappa -8.934, rule -8.934 eV
-y: minimized -8.934, fixed kappa -8.934, rule -8.934 eV
+z: minimized -2.177, fixed kappa -2.177, rule -2.177 eV
-z: minimized -2.177, fixed kappa -2.177, rule -2.177 eV
Largest error, minimized: 1.1e-05 eV
Largest error, fixed kappa: 9.0e-06 eV
SHEAR xy ON THE z VALLEY
Shift at strain -0.1 percent: -0.3882 meV
Shift at strain 0.1 percent: -0.3882 meV
Shift at strain 0.2 percent: -1.5541 meV
Ratio on doubling shear: 4.004 (dimensionless)
UNIAXIAL STRESS
[100] strain xx,yy,zz: 0.7857, -0.2143, -0.2143 percent
[100] strain yz,xz,xy: 0.0000, 0.0000, 0.0000 percent
[100] linear shifts x,y,z: 39.16, -57.36, -57.36 meV
[100] direct shifts x,y,z: 39.56, -56.44, -56.44 meV
[100] largest motion of a minimum: 0.00222 (2 pi/a)
[110] strain xx,yy,zz: 0.2857, 0.2857, -0.2143 percent
[110] strain yz,xz,xy: 0.0000, 0.0000, 0.3125 percent
[110] linear shifts x,y,z: -9.10, -9.10, -57.36 meV
[110] direct shifts x,y,z: -8.65, -8.65, -60.85 meV
[110] largest motion of a minimum: 0.00093 (2 pi/a)
[111] strain xx,yy,zz: 0.1190, 0.1190, 0.1190 percent
[111] strain yz,xz,xy: 0.2083, 0.2083, 0.2083 percent
[111] linear shifts x,y,z: -25.19, -25.19, -25.19 meV
[111] direct shifts x,y,z: -26.65, -26.65, -26.65 meV
[111] largest motion of a minimum: 0.00094 (2 pi/a)
Mean linear shift, any direction: -25.19 meV
\end{verbatim}
